\section*{Sum rules for the dynamic structure factor and the dielectric function, part 1}

(Sections cited here and not found follow in the second part.)

\section{The form of the answer}

Strike a system of $N$ electrons with a potential that acts for an instant, $\lambda\,\delta(t)\sum_j U(\mathbf r_j)$. The wave function is multiplied by the phase $e^{-i\lambda\sum_jU(\mathbf r_j)}$, so the probability of every configuration of positions is unchanged, and so is the mean of any potential energy that depends on positions alone. Only the momenta change, $\mathbf p_j\to\mathbf p_j-\lambda\nabla U(\mathbf r_j)$. The term of the energy gain linear in $\lambda$ is $i\lambda\langle[\sum_jU,H]\rangle$, which vanishes in an eigenstate of $H$, and the quadratic term is $\lambda^2\langle\sum_j|\nabla U|^2\rangle/2m$. For $U=\cos\mathbf q\cdot\mathbf r$ and $U=\sin\mathbf q\cdot\mathbf r$ the squared gradients add to $q^2$ at every point. The summed energy gain from a stationary state therefore does not depend on the interaction, the external field or which stationary state is struck: it is $\lambda^2Nq^2/2m$.

The energy gain is a sum of excitation energies weighted by squared matrix elements of a density wave. Per electron, that sum must be a pure number times the recoil energy $q^2/2m$. The dielectric function relates potential to density through the Coulomb factor $4\pi e^2/q^2$, and the product of this factor with $nq^2/m$ is $4\pi ne^2/m=\omega_p^2$. An integral $\int\omega\,\mathrm{Im}(\dots)\,d\omega$ of a dimensionless function has the dimension of a squared frequency. For the loss function $\mathrm{Im}[-1/\varepsilon]$, which is the Coulomb factor times the density response, the energy-gain sum fixes it as a pure number times $\omega_p^2$, independent of $q$ and of $\hbar$. For $\mathrm{Im}\,\varepsilon$ the same value holds only under a condition found in part (e); otherwise a $q$-dependent correction appears. The pure numbers and the conditions require the calculation.

\section{Conventions}

Hartree atomic units are used ($\hbar=m=e=1$). The electrons are in a periodic box of volume $\Omega$, with $n=N/\Omega$, and $\mathbf q\neq0$ is a wave vector allowed by the box. The Hamiltonian and the density operator are
\begin{equation}
H=\sum_{j=1}^N\tfrac12\boldsymbol\pi_j^2+V(\mathbf r_1,\dots,\mathbf r_N),\qquad
\boldsymbol\pi_j=-i\nabla_j+\mathbf A(\mathbf r_j),\qquad
\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j},
\end{equation}
where $V$ is any multiplicative potential (interaction, background, ions) and $\mathbf A$ a static vector potential. Note $\rho_{\mathbf q}^\dagger=\rho_{-\mathbf q}$. With eigenstates $H|m\rangle=E_m|m\rangle$ occupied with probabilities $P_m$, the dynamic structure factor per electron is
\begin{equation}
S(\mathbf q,\omega)=\frac1N\sum_{m,n}P_m\,|\langle n|\rho_{\mathbf q}^\dagger|m\rangle|^2\,\delta(\omega-E_n+E_m).
\label{Sdef}
\end{equation}
The abbreviations $v=4\pi/q^2$ and $\omega_p^2=4\pi n$ give $vnq^2=\omega_p^2$.

\section{The problem}

\subsection*{(a) The double commutator}

\emph{Evaluate $[H,\rho_{\mathbf q}^\dagger]$ and $[\rho_{\mathbf q},[H,\rho_{\mathbf q}^\dagger]]$.}

\paragraph{Solution.} $V$ and $\rho_{\mathbf q}^\dagger$ are both functions of position and commute, so only the kinetic energy matters. For one electron and any function $g$, the product rule gives $-i\nabla(e^{i\mathbf q\cdot\mathbf r}g)=e^{i\mathbf q\cdot\mathbf r}(\mathbf q-i\nabla)g$, and $\mathbf A$ commutes with the exponential. Hence
\begin{equation}
e^{-i\mathbf q\cdot\mathbf r}\boldsymbol\pi\,e^{i\mathbf q\cdot\mathbf r}=\boldsymbol\pi+\mathbf q,\qquad
e^{i\mathbf q\cdot\mathbf r}\boldsymbol\pi\,e^{-i\mathbf q\cdot\mathbf r}=\boldsymbol\pi-\mathbf q .
\label{shift}
\end{equation}
Inserting $1=e^{i\mathbf q\cdot\mathbf r}e^{-i\mathbf q\cdot\mathbf r}$ between the two factors of $\boldsymbol\pi^2$ gives $e^{-i\mathbf q\cdot\mathbf r}\boldsymbol\pi^2e^{i\mathbf q\cdot\mathbf r}=(\boldsymbol\pi+\mathbf q)^2=\boldsymbol\pi^2+2\mathbf q\cdot\boldsymbol\pi+q^2$, because $\mathbf q$ is a number. Multiplying from the left by $\tfrac12e^{i\mathbf q\cdot\mathbf r}$ and subtracting $\tfrac12e^{i\mathbf q\cdot\mathbf r}\boldsymbol\pi^2$ gives the one-electron commutator. The kinetic energy of electron $i$ commutes with the exponential of electron $j\ne i$, so
\begin{equation}
[H,\rho_{\mathbf q}^\dagger]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\mathbf q\cdot\boldsymbol\pi_j+\tfrac12q^2\right).
\label{single}
\end{equation}
In the second commutator, $e^{-i\mathbf q\cdot\mathbf r_i}$ again commutes with every term $j\neq i$. The term $i=j$ is, by the second form of \eqref{shift},
\begin{align}
&e^{-i\mathbf q\cdot\mathbf r}e^{i\mathbf q\cdot\mathbf r}\left(\mathbf q\cdot\boldsymbol\pi+\tfrac12q^2\right)-e^{i\mathbf q\cdot\mathbf r}\left(\mathbf q\cdot\boldsymbol\pi+\tfrac12q^2\right)e^{-i\mathbf q\cdot\mathbf r}\nonumber\\
&\qquad=\left(\mathbf q\cdot\boldsymbol\pi+\tfrac12q^2\right)-\left(\mathbf q\cdot(\boldsymbol\pi-\mathbf q)+\tfrac12q^2\right)=q^2 .
\end{align}
There are $N$ such terms:
\begin{equation}
[\rho_{\mathbf q},[H,\rho_{\mathbf q}^\dagger]]=Nq^2 .
\label{double}
\end{equation}
This is an operator identity. It holds in every state, for either statistics, with or without a magnetic field.

\subsection*{(b) The rule for $S(\mathbf q,\omega)$}

\emph{Turn \eqref{double} into a statement about the first frequency moment of $S$. State when the moment equals $q^2/2$, and write it over positive frequencies at temperature $1/\beta$.}

\paragraph{Solution.} Written out, with $\rho\equiv\rho_{\mathbf q}$,
\begin{equation}
[\rho,[H,\rho^\dagger]]=\rho H\rho^\dagger-\rho\rho^\dagger H-H\rho^\dagger\rho+\rho^\dagger H\rho .
\label{four}
\end{equation}
Take the expectation value in $|m\rangle$ and insert $\sum_n|n\rangle\langle n|$ between the two density operators. In the first and last terms $H$ stands in the middle and gives $E_n$; in the other two it acts on $|m\rangle$ and gives $E_m$. The first two terms carry $|\langle n|\rho^\dagger|m\rangle|^2$ and the last two $|\langle n|\rho|m\rangle|^2$:
\begin{equation}
Nq^2=\sum_{m,n}P_m(E_n-E_m)\left[|\langle n|\rho_{\mathbf q}^\dagger|m\rangle|^2+|\langle n|\rho_{\mathbf q}|m\rangle|^2\right].
\end{equation}
Since $\rho_{\mathbf q}=\rho_{-\mathbf q}^\dagger$, the second term is that of $S(-\mathbf q,\omega)$, and
\begin{equation}
\int_{-\infty}^{\infty}\omega\,[S(\mathbf q,\omega)+S(-\mathbf q,\omega)]\,d\omega=q^2 .
\label{fsumboth}
\end{equation}

The two halves are not equal in general. A symmetry is sufficient to make them equal, though not necessary: for one electron \eqref{single} gives the moments $q^2/2\pm\mathbf q\cdot\langle\boldsymbol\pi\rangle$, which coincide in any bound state because $\langle\boldsymbol\pi\rangle=i\langle[H,\mathbf r]\rangle=0$. Let $P_m$ depend on $E_m$ alone (a thermal state, a non-degenerate ground state, or an equal mixture of degenerate ground states). If $\mathbf A=0$, $H$ is real, and the functions $\psi_n^*$ form another complete set of eigenstates with the same energies, which may be used in \eqref{Sdef}. The matrix element becomes $\int\psi_n\rho^\dagger\psi_m^*=\left(\int\psi_n^*\rho\,\psi_m\right)^*$, whose modulus is $|\langle n|\rho|m\rangle|$, so $S(\mathbf q,\omega)=S(-\mathbf q,\omega)$. If instead $H$ is invariant under inversion, the inverted eigenstates serve the same purpose, because inversion turns $\rho^\dagger$ into $\rho$. The uniform gas has both symmetries. With either one,
\begin{equation}
\int_{-\infty}^{\infty}\omega\,S(\mathbf q,\omega)\,d\omega=\frac{q^2}{2}.
\label{fsumS}
\end{equation}
In the ground state all $E_n-E_0\ge0$ and the integral runs over $\omega>0$ only. Without a symmetry that relates $\mathbf q$ to $-\mathbf q$, \eqref{fsumS} can fail. For two interacting electrons on a ring of length $10$ bohr with $q=0.628319$ bohr$^{-1}$, a constant $A=0.188496$ bohr$^{-1}$ breaks both symmetries, and the numerical check below finds moments $0.259706$ and $0.135078$ Ha for $+q$ and $-q$. Neither is $q^2/2=0.197392$ Ha, but their sum is $0.394784$ Ha $=q^2$.

For thermal weights, exchange the names $m$ and $n$ in $S(\mathbf q,-\omega)$. The delta function becomes $\delta(\omega-E_n+E_m)$, the weight becomes $P_n=P_me^{-\beta\omega}$, and $|\langle m|\rho^\dagger|n\rangle|=|\langle n|\rho|m\rangle|$. This is detailed balance, $S(\mathbf q,-\omega)=e^{-\beta\omega}S(-\mathbf q,\omega)$. Substituting $\omega\to-\omega$ in the negative half of \eqref{fsumS},
\begin{equation}
\int_0^\infty\omega\,(1-e^{-\beta\omega})\,S(\mathbf q,\omega)\,d\omega=\frac{q^2}{2}.
\label{fsumT}
\end{equation}
Integrating $\omega S$ over positive $\omega$ alone at finite temperature overestimates the moment, since it omits the energy that the system gives back.

\subsection*{(c) Where the rule fails}

\emph{Repeat (a) for a general one-electron kinetic energy $T(\mathbf p)$ and for a nonlocal one-electron potential $V(\mathbf r,\mathbf r')$.}

\paragraph{Solution.} Terms with different electrons still commute. For one electron $\rho\rho^\dagger=\rho^\dagger\rho=1$, so \eqref{four} reduces to $\rho H\rho^\dagger+\rho^\dagger H\rho-2H$. The shift \eqref{shift} applies to any function of $\mathbf p$, which gives
\begin{equation}
[\rho_{\mathbf q},[T,\rho_{\mathbf q}^\dagger]]=\sum_j\left[T(\mathbf p_j+\mathbf q)+T(\mathbf p_j-\mathbf q)-2T(\mathbf p_j)\right].
\end{equation}
This second difference is $q^2$ for $T=p^2/2$ and zero for any term linear in $\mathbf p$, such as spin-orbit coupling. For any quadratic form it is still a number, but for forms beyond quadratic it is an operator, and the sum depends on the state. On a chain with unit spacing and $T=-2t\cos p$, the identity $\cos(p+q)+\cos(p-q)=2\cos p\cos q$ gives $2(\cos q-1)T(p)$, so the sum measures the kinetic energy. For a nonlocal potential the kernel is multiplied by $e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}+e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}-2=2[\cos\mathbf q\cdot(\mathbf r-\mathbf r')-1]$, which vanishes only on the planes where $\mathbf q\cdot(\mathbf r-\mathbf r')$ is a multiple of $2\pi$. A local potential, confined to $\mathbf r=\mathbf r'$, is removed by this factor, but a kernel with weight off these planes is not. Nonlocal pseudopotentials therefore change the right-hand side. For the non-relativistic Hamiltonian of a real solid \eqref{double} holds with the bare mass and with all electrons counted, core included.

\subsection*{(d) The rule for $\mathrm{Im}\,1/\varepsilon$}

\emph{Derive the density response $\chi$, relate it to $S$ and to $1/\varepsilon$, and find $\int_0^\infty\omega\,\mathrm{Im}[-1/\varepsilon]\,d\omega$.}

\paragraph{Solution.} An external potential energy $\delta v\,e^{i\mathbf q\cdot\mathbf r-izt}+\text{c.c.}$, with $z=\omega+i\eta$ and $\eta>0$ so that it vanishes in the remote past, adds $H'=\delta v\,\rho^\dagger e^{-izt}+\delta v^*\rho\,e^{iz^*t}$. Start from $|m\rangle$ and write the state as $e^{-iE_mt}(|m\rangle+\sum_na_n|n\rangle)$. With $\omega_{nm}=E_n-E_m$, first order gives $i\dot a_n=\omega_{nm}a_n+\langle n|H'|m\rangle$, solved by
\begin{equation}
a_n=\frac{\delta v\,\langle n|\rho^\dagger|m\rangle\,e^{-izt}}{z-\omega_{nm}}+\frac{\delta v^*\langle n|\rho|m\rangle\,e^{iz^*t}}{-z^*-\omega_{nm}} .
\end{equation}
The change of the density amplitude is $\delta\langle\rho\rangle=\sum_n[\langle m|\rho|n\rangle a_n+a_n^*\langle n|\rho|m\rangle]$. The part proportional to $\delta v\,e^{-izt}$ comes from the first term of $a_n$ and from the conjugate of the second. (The part proportional to $\delta v^*e^{iz^*t}$ contains $\langle m|\rho|n\rangle\langle n|\rho|m\rangle$, which changes the momentum by $2\mathbf q$ and vanishes in the uniform gas.) The amplitude of $e^{i\mathbf q\cdot\mathbf r}$ in the density is $\delta n=\delta\langle\rho\rangle/\Omega\equiv\chi\,\delta v\,e^{-izt}$. Averaging over $P_m$ and using \eqref{Sdef},
\begin{align}
\chi(\mathbf q,z)&=\frac1\Omega\sum_{m,n}P_m\left[\frac{|\langle n|\rho^\dagger|m\rangle|^2}{z-\omega_{nm}}-\frac{|\langle n|\rho|m\rangle|^2}{z+\omega_{nm}}\right]\nonumber\\
&=n\int_{-\infty}^\infty d\omega'\left[\frac{S(\mathbf q,\omega')}{z-\omega'}-\frac{S(-\mathbf q,\omega')}{z+\omega'}\right].
\label{lehmann}
\end{align}
As $\eta\to0$, $\mathrm{Im}\,(x+i\eta)^{-1}=-\eta/(x^2+\eta^2)\to-\pi\delta(x)$, so
\begin{equation}
\mathrm{Im}\,\chi(\mathbf q,\omega)=-\pi n\,[S(\mathbf q,\omega)-S(-\mathbf q,-\omega)].
\end{equation}
From here on $S(\mathbf q,\omega)=S(-\mathbf q,\omega)$ is assumed. The substitution $\omega\to-\omega$ gives $-\int_0^\infty\omega S(-\omega)\,d\omega=\int_{-\infty}^0\omega S(\omega)\,d\omega$, so the two terms rebuild the full integral \eqref{fsumS}:
\begin{equation}
\int_0^\infty\omega\,\mathrm{Im}\,\chi\,d\omega=-\frac{\pi nq^2}{2}
\label{fsumchi}
\end{equation}
at any temperature. The induced density produces a potential energy obeying $\nabla^2v_{\rm ind}=-4\pi\,\delta n$, so $v_{\rm ind}=v\,\delta n$. The dielectric function is defined as the ratio of the external to the total potential,
\begin{equation}
\frac1{\varepsilon(\mathbf q,z)}=\frac{\delta v+v\chi\,\delta v}{\delta v}=1+v\chi .
\end{equation}
Multiplying \eqref{fsumchi} by $-v$ and using $vnq^2=\omega_p^2$,
\begin{equation}
\int_0^\infty\omega\,\mathrm{Im}\left[-\frac1{\varepsilon(\mathbf q,\omega)}\right]d\omega=\frac\pi2\,\omega_p^2 .
\label{fsumloss}
\end{equation}
With detailed balance and $\pi nv=\pi\omega_p^2/q^2$, the loss function and $S$ are proportional:
\begin{equation}
(1-e^{-\beta\omega})\,S(\mathbf q,\omega)=\frac{q^2}{\pi\omega_p^2}\,\mathrm{Im}\left[-\frac1\varepsilon\right].
\label{Sloss}
\end{equation}
The integrand of \eqref{fsumloss} is even in $\omega$, so an integral over the whole axis gives $\pi\omega_p^2$, twice the value over $\omega>0$. As a limiting case, take $\varepsilon=1-\omega_p^2/z^2$. Then $1/\varepsilon=1+\omega_p^2/(z^2-\omega_p^2)$, and for $\omega>0$, where $z^2=\omega^2+i0$, $\mathrm{Im}[-1/\varepsilon]=\pi\omega_p^2\delta(\omega^2-\omega_p^2)$. Because $\int_0^\infty\omega\,\delta(\omega^2-s_0)\,d\omega=\tfrac12$ for $s_0>0$ (substitute $u=\omega^2$), one sharp plasmon at $\omega_p$ exhausts the rule.

The double commutator has fixed the first moment of $S(\mathbf q,\omega)$ at $q^2/2$ when $S(\mathbf q,\omega)=S(-\mathbf q,\omega)$, and with it the integral of $\omega\,\mathrm{Im}[-1/\varepsilon]$ over positive frequencies at $\frac\pi2\omega_p^2$. It remains to find when $\mathrm{Im}\,\varepsilon$ obeys the same rule and what corrects it otherwise, and to evaluate both rules for the electron gas.
